# From PAW to the Kleinman-Bylander form: conditions and limits

## What goes wrong without the result

Take the 3s level of a phosphorus atom and replace its wave near the nucleus by a smooth one. A separable potential can be built that returns the level at its correct energy, with the ordinary overlap $S=1$. Now apply a weak repulsive potential outside the core. For one such smooth wave, constructed below, the level moves by 0.462 mHa where the all-electron level moves by 0.390 mHa. The energy was right and its response is 18% too large. The projector augmented-wave (PAW) method shows what is missing, and when nothing is missing.

The claim to be established is this. Suppose that each angular channel has one partial wave, that its smooth partner has the same norm, that the one-centre energies are linearized about a spherical reference atom, and that compensation charges with angular momentum $L>0$ are dropped. Then the PAW Hamiltonian with Vanderbilt projectors is of Kleinman-Bylander form with $S=1$. The last condition is separate from norm conservation, as stage 3 shows.

Hartree atomic units are used, with $T=-\tfrac12\nabla^2$. Radial functions are real, and $\phi=(u/r)Y_{lm}$.

## Stage 1: one channel in a fixed potential

Let a bound, normalized all-electron wave satisfy

$$(T+v)\phi=\varepsilon\phi .\tag{1}$$

Choose a smooth potential $\tilde v$ equal to $v$ for $r\ge r_c$, and a smooth wave $\tilde\phi$ equal to $\phi$ there. At $r_c$ the value, slope and second radial derivative are continuous. Choose also a projector $p$, confined to $r<r_c$, with $\langle p|\tilde\phi\rangle=1$.

PAW reconstructs a state from its smooth version by

$$\psi=\tilde\psi+(\phi-\tilde\phi)\,c,\qquad c=\langle p|\tilde\psi\rangle .$$

Write $\delta=(\phi-\tilde\phi)c$. For a local or kinetic operator $A$,

$$\langle\psi|A|\psi\rangle=\langle\tilde\psi|A|\tilde\psi\rangle+\langle\tilde\psi|A|\delta\rangle+\langle\delta|A|\tilde\psi\rangle+\langle\delta|A|\delta\rangle .$$

Since $\phi c=\tilde\phi c+\delta$, we also have

$$|c|^2\big(\langle\phi|A|\phi\rangle-\langle\tilde\phi|A|\tilde\phi\rangle\big)=\langle\tilde\phi c|A|\delta\rangle+\langle\delta|A|\tilde\phi c\rangle+\langle\delta|A|\delta\rangle .$$

The two right-hand sides differ, apart from $\langle\tilde\psi|A|\tilde\psi\rangle$, by $\langle\tilde\psi-\tilde\phi c|A|\delta\rangle$ and its conjugate. These vanish if $\tilde\psi=\tilde\phi c$ inside the sphere. PAW drops them. With one partial wave this is an approximation away from the reference state, and it defines the PAW operators studied here.

For $A=1$ the result is

$$S=1+|p\rangle q\langle p|,\qquad q=\langle\phi|\phi\rangle-\langle\tilde\phi|\tilde\phi\rangle .\tag{2}$$

For the energy, the same completeness assumption allows $v$ to be replaced by $\tilde v$ in the smooth terms: the added quantity $\langle\tilde\psi|\tilde v-v|\tilde\psi\rangle-|c|^2\langle\tilde\phi|\tilde v-v|\tilde\phi\rangle$ is zero when $\tilde\psi=\tilde\phi c$ in the sphere. Hence

$$H=T+\tilde v+|p\rangle D\langle p|,\qquad D=\langle\phi|T+v|\phi\rangle-\langle\tilde\phi|T+\tilde v|\tilde\phi\rangle .\tag{3}$$

The two integrals in $D$ are equal beyond $r_c$, so $D$ belongs to the sphere. It does not matter which form of the kinetic energy is used there, because

$$-\tfrac12\int_0^{r_c}u\,u''\,dr=\tfrac12\int_0^{r_c}u'^2\,dr-\tfrac12u(r_c)u'(r_c),$$

and the surface term is the same for $u$ and $\tilde u$.

### The strength and the projector

Define the residual of the smooth wave,

$$\chi=(\varepsilon-T-\tilde v)\tilde\phi,\qquad B=\langle\tilde\phi|\chi\rangle .\tag{4}$$

Beyond $r_c$ the smooth wave and potential are the true ones, so $\chi=0$ there by (1). Rearranging (4) gives $(T+\tilde v)\tilde\phi=\varepsilon\tilde\phi-\chi$. Insert this and (1) in (3):

$$D=\varepsilon\langle\phi|\phi\rangle-\big(\varepsilon\langle\tilde\phi|\tilde\phi\rangle-B\big)=B+\varepsilon q .\tag{5}$$

Vanderbilt's projector is the residual scaled to satisfy duality. With one wave,

$$p=\chi/B,\qquad \langle p|\tilde\phi\rangle=\langle\chi|\tilde\phi\rangle/B=1 ,\tag{6}$$

which requires $B\ne0$. If the norm is conserved, $q=0$, then $S=1$, $D=B$ and

$$|p\rangle D\langle p|=\frac{|\chi\rangle}{B}\,B\,\frac{\langle\chi|}{B}=\frac{|\chi\rangle\langle\chi|}{\langle\tilde\phi|\chi\rangle}.\tag{7}$$

One power of $B$ comes from the strength and two inverse powers come from the projectors. Acting on $\tilde\phi$, (7) returns $\chi$, which restores what $T+\tilde v$ lacked: $H\tilde\phi=\varepsilon\tilde\phi-\chi+\chi=\varepsilon\tilde\phi$.

To see that (7) is the Kleinman-Bylander operator, let $\tilde u$ have no node for $0<r\le r_c$ and define $v_l$ as the potential for which $\tilde\phi$ is an ordinary eigenfunction at $\varepsilon$. The radial equation gives

$$v_l=\varepsilon+\frac{\tilde u''}{2\tilde u}-\frac{l(l+1)}{2r^2}.$$

Thus $(\varepsilon-T)\tilde\phi=v_l\tilde\phi$, and (4) becomes

$$\chi=(v_l-\tilde v)\tilde\phi\equiv\delta v_l\,\tilde\phi .\tag{8}$$

Equation (7) is then $|\delta v_l\tilde\phi\rangle\langle\tilde\phi\,\delta v_l|/\langle\tilde\phi|\delta v_l|\tilde\phi\rangle$, the familiar separable form.

### Limit: no correction needed

If $\tilde v$ approaches $v_l$, say $\delta v_l=\lambda g(r)$ with $\lambda\to0$, the numerator of (7) is of order $\lambda^2$ and the denominator of order $\lambda$. The operator vanishes linearly provided $\langle\tilde\phi|g|\tilde\phi\rangle\neq0$. A different case is $B\to0$ while $\chi$ stays finite, when positive and negative parts of $\delta v_l$ cancel in the average. The projector (6) is undefined at $B=0$, and near it the norm $\langle\chi|\chi\rangle/|B|$ of the operator diverges. The sign matters. The expectation value of $H$ in the normalized state along $\chi$ is a finite part plus $\langle\chi|\chi\rangle/B$, so for $B\to0^-$ the variational principle forces a spurious state far below $\varepsilon$.

### Limit: energy away from the reference

For general $q$, equations (2), (3) and (5) combine into

$$H-ES=T+\tilde v-E+|p\rangle\big[B+(\varepsilon-E)q\big]\langle p| .\tag{9}$$

At $E=\varepsilon$ the charge defect $q$ disappears from the bracket. This is why a separable potential of strength $B$ with $S=1$ gives the reference level even when the norm is wrong. At any other energy the two problems differ.

A weak potential $w$ outside $r_c$ exposes the difference. Let the state become $\tilde\phi+\eta$ and the energy $\varepsilon+\Delta$. To first order,

$$(H-\varepsilon S)\eta+(w-\Delta S)\tilde\phi=0 .$$

Project on $\tilde\phi$. The first term vanishes because $H-\varepsilon S$ is Hermitian and annihilates $\tilde\phi$. Therefore

$$\Delta=\frac{\langle\tilde\phi|w|\tilde\phi\rangle}{\langle\tilde\phi|S|\tilde\phi\rangle},\qquad \langle\tilde\phi|S|\tilde\phi\rangle=\langle\tilde\phi|\tilde\phi\rangle+q=1 .\tag{10}$$

The numerator equals $\langle\phi|w|\phi\rangle$, since the waves agree where $w$ acts. PAW thus has the all-electron first-order shift whatever the value of $q$, provided $B\ne0$. This does not make every $q$ usable: the eigenvalue of $S$ along $p$ is $1+q\langle p|p\rangle$, which is positive for $q\ge0$ but can turn negative for $q<0$, especially when $|B|$ is small and $p$ large. If $S$ is replaced by 1 and the strength by $B$ while $q\ne0$, so that $\tilde\phi$ remains an eigenstate at $\varepsilon$, the denominator is $\langle\tilde\phi|\tilde\phi\rangle=1-q$, and the shift is wrong by the factor $1/(1-q)$. Norm conservation is what permits the ordinary overlap.

## Stage 2: the potential responds to the electrons

In a self-consistent calculation $D$ is the derivative of an energy. Label the partial waves by $i=(l,m)$ and define the occupancies

$$\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle .$$

At fixed nuclei, and apart from constants, the PAW energy of one site is

$$E=\sum_n f_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\tilde F[\tilde n+\hat n]+E^1(\rho)-\tilde E^1(\rho).\tag{11}$$

Here $\tilde n$ is the smooth valence density. The functional $\tilde F[n]$ contains the interaction with a smooth ionic potential $v_{\rm ion}$, the Hartree energy of $n$, and the exchange-correlation energy of $n+\tilde n_c$, where $\tilde n_c$ is a smooth core density. The one-centre energy $E^1$ is built from the $\phi_i$ with the true nucleus and frozen core, and $\tilde E^1$ from the $\tilde\phi_i$ with $\tilde F$. The compensation density is

$$\hat n=\sum_{ij}\rho_{ij}\hat Q_{ij},$$

where $\hat Q_{ij}$ is smooth, lies inside the sphere, and has the multipole moments of $\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j$. It is taken as a sum over $L,M$ of each moment times a fixed shape function $g_L(r)Y_{LM}$, so a component with zero moment is absent. It enters $\tilde F$ on the smooth grid and also inside $\tilde E^1$.

Now expand the one-centre difference about the occupancies $\rho^{\rm at}$ of the reference atom:

$$E^1-\tilde E^1\simeq \text{constant}+\sum_{ij}D^{\rm at}_{ij}\rho_{ij},\qquad D^{\rm at}_{ij}=\left.\frac{\partial(E^1-\tilde E^1)}{\partial\rho_{ij}}\right|_{\rm at}.\tag{12}$$

The derivative of a density functional with respect to the density is its potential. In the reference atom these potentials are $v_{\rm at}$ and $\tilde v_{\rm at}$, so

$$D^{\rm at}_{ij}=\langle\phi_i|T+v_{\rm at}|\phi_j\rangle-\langle\tilde\phi_i|T+\tilde v_{\rm at}|\tilde\phi_j\rangle-\int\tilde v_{\rm at}\hat Q_{ij}\,d^3r .\tag{13}$$

The last term is present because $\tilde E^1$ contains $\hat n$.

Differentiating (11) with respect to $\langle\tilde\psi_n|$ and dividing by $f_n$ turns each derivative with respect to $\rho_{ij}$ into $|p_i\rangle\cdots\langle p_j|$. The grid functional contributes its potential $\tilde v_{\rm eff}$ and, through $\hat n$, the integral $\int\tilde v_{\rm eff}\hat Q_{ij}$. The total strength is

$$D_{ij}=\langle\phi_i|T+v_{\rm at}|\phi_j\rangle-\langle\tilde\phi_i|T+\tilde v_{\rm at}|\tilde\phi_j\rangle+\int(\tilde v_{\rm eff}-\tilde v_{\rm at})\hat Q_{ij}\,d^3r .\tag{14}$$

The first two terms are fixed numbers of the kind found in stage 1. The third still knows about the surroundings.

### Limit: a constant shift of potential

If one-centre integrals are cut at $r_c$, the Hartree potential inside lacks the constant $C$ produced by the spherical charge outside. Both $v_{\rm at}$ and $\tilde v_{\rm at}$ lose it. On the diagonal the first two terms of (13) then change by $-Cq_l$, and the third changes by $+C\int\hat Q_{ii}\,d^3r=+Cq_l$, because $\hat Q_{ii}$ carries the monopole $q_l$. The two changes cancel, so cutting the integrals or continuing them to infinity gives the same strength for any $q_l$. With norm conservation each change is zero separately, so the first two terms alone are already independent of the cut.

### Limit: a changed occupancy

Without (12), the strength would follow the occupancy. If $x$ electrons are removed from channel $l$ and the partial waves are held fixed, the leading energy missed by the linearization is

$$R(x)\simeq\tfrac12\,K_{ll}\,x^2,\qquad K_{ll}=\frac{\partial^2(E^1-\tilde E^1)}{\partial\rho_l^2},\tag{15}$$

where $\rho_l$ is the total occupancy of the channel. The separable potential is therefore tied to its reference configuration, even though the smooth density outside the nonlocal term remains self-consistent.

## Stage 3: several channels and a non-spherical environment

The reference atom is spherical. Its potentials cannot connect different $l$ or $m$, and their matrix elements do not depend on $m$. The same orthogonality makes $q_{ij}$ diagonal when there is one wave per channel. Thus norm conservation in every channel gives $q_{ij}=0$ and $S=1$, while the first two terms of (14) reduce to $B_l\delta_{ij}$ by (5).

The third term of (14) needs more care. Its $L=0$ part is proportional to $q_{ij}$ and vanishes. For $L>0$ the spherical $\tilde v_{\rm at}$ contributes nothing, but a non-spherical $\tilde v_{\rm eff}$ can couple to a remaining dipole or quadrupole. Equality of two norms says nothing about these moments.

For an s and a p wave, the radial dipole defect is

$$\Delta_1=\int_0^{r_c}r\,(u_su_p-\tilde u_s\tilde u_p)\,dr .$$

In a uniform field with electron potential energy $Fz=Fr\cos\theta$, the angular factor between s and $p_z$ is

$$\int Y_{00}\cos\theta\,Y_{10}\,d\Omega=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}=\frac1{\sqrt3}.$$

The compensation term thus supplies a strength $F\Delta_1/\sqrt3$ between the s and $p_z$ projectors. The Kleinman-Bylander form has no such term. Dropping the $L>0$ part of $\hat n$, both in the energy and in its derivative, is the fourth assumption. With it $\hat n=0$.

For non-overlapping spheres at sites $a$, the Hamiltonian is now

$$H=T+\tilde v_{\rm eff}+\sum_{a,l,m}\frac{|\chi^a_{lm}\rangle\langle\chi^a_{lm}|}{\langle\tilde\phi^a_{lm}|\chi^a_{lm}\rangle},\qquad S=1,\tag{16}$$

$$\tilde v_{\rm eff}=\sum_a v^a_{\rm ion}+v_H[\tilde n]+v_{xc}\Big[\tilde n+\sum_a\tilde n^a_c\Big].$$

The nonlocal part was built from screened atomic potentials, but this causes no double counting. Ionic potentials are obtained by subtracting the same atomic valence screening $v_H[\tilde n_{\rm at}]+v_{xc}[\tilde n_{\rm at}+\tilde n_c]$ from $v_l$ and from $\tilde v_{\rm at}$. It cancels in $\delta v_l$, so (8) is unchanged.

### Limit: restoring what was removed

If $q_l$ is kept, (16) acquires the overlap $1+\sum|p\rangle q\langle p|$ and strengths $B_l+\varepsilon_lq_l$ plus the third term of (14), $\int(\tilde v_{\rm eff}-\tilde v_{\rm at})\hat Q_{ij}\,d^3r$: a generalized eigenvalue problem with one projector per channel. If the one-centre energy is not linearized, the strengths also vary with $\rho_{ij}$. Each of these extensions undoes an identifiable assumption.

## Stage 4: phosphorus, with numbers

The reference is a free phosphorus atom, $3s^23p^3$, treated non-relativistically with local-density exchange. Correlation and spin polarization are left out, and the atom is spherically averaged. These are model levels, not measured ionization energies. The radial equations were diagonalized in a piecewise polynomial basis extending to 30 bohr, and the potential was iterated to self-consistency.

The matching radius is $r_c=2$ bohr. Inside it the smooth waves are

$$\tilde u_l=r^{l+1}\exp\!\Big[a_0+a_1s+\tfrac12a_2s^2+t\Big(1-\frac{r^2}{r_c^2}\Big)^3\Big],\qquad s=r^2-r_c^2 .$$

The three $a$ coefficients match the value and first two derivatives. The $t$ term leaves these unchanged at $r_c$, and raising $t$ increases $\tilde u_l$ everywhere inside, so $t$ can be adjusted until $q_l=0$. The local potential is a parabola in $r$, matched to $v_{\rm at}$ in value and slope, minus $3(1-r^2/r_c^2)^3$ Ha. The smooth core density is held at its $r_c$ value inside the sphere.

### Strengths

For 3s, $\varepsilon=-0.4701$ Ha $=-12.79$ eV, and the smooth wave has $\langle T+\tilde v_{\rm at}\rangle=-0.8692$ Ha. Equation (3) gives

$$D_s=-0.4701-(-0.8692)=0.3991\ \text{Ha}=10.86\ \text{eV}.$$

For 3p, $\varepsilon=-0.1667$ Ha $=-4.536$ eV, and

$$D_p=-0.1667-(-0.2852)=0.1185\ \text{Ha}=3.225\ \text{eV}.$$

A central difference of the one-centre energy with respect to occupancy gives these same strengths, as does direct quadrature of $B_l=\langle\tilde\phi_l|\chi_l\rangle$. Both are positive because the chosen local well is too attractive: the smooth wave's energy in it lies below $\varepsilon_l$, and (4) makes $B_l$ the difference.

The derivation guarantees an eigenvalue at $\varepsilon_l$, but not that it is the lowest in its channel. An extra, lower state would be a ghost. Diagonalizing the separable Hamiltonian of this atom gives none below either reference level. That finding concerns these two channels and this local potential.

### A wave with the wrong norm

Lowering $t$ by 1 removes charge from the smooth 3s wave and gives $q=0.1555$, $B=0.0888$ Ha. Equation (5) then requires

$$D=0.0888+(-0.4701)(0.1555)=0.0157\ \text{Ha}.$$

The strengths $B$ and $D$ now differ by more than a factor of five. A potential of 1 mHa was added at the grid points beyond $r_c$, and the eigenvalue problems were solved again. The point at $r_c$ itself was left out, so each shift is about 0.002 mHa smaller than for a sharp step at $r_c$; the ratios between shifts are not affected. The upward shifts, in mHa, are:

| Calculation | 3s | 3p |
|---|---:|---:|
| all-electron | 0.390 | 0.593 |
| norm-conserving, $S=1$ | 0.390 | 0.593 |
| wrong norm, PAW $S$ and $D$ | 0.390 | 0.593 |
| wrong norm, $S=1$ and $B$ | 0.462 | 0.650 |

For 3s, (10) predicts an error factor $1/(1-0.1555)=1.184$, and the table gives $0.462/0.390=1.18$. For 3p the defect is $q=0.0864$, so the prediction is $1/(1-0.0864)=1.095$, against $0.650/0.593=1.10$. The error named at the start is the missing norm.

### What the separable form gives up

Changing the occupancy from $3s^23p^3$ to $3s^23p^2$ in the one-centre functional, with the partial waves and core fixed, lowers $D_s$ by 2.99 mHa and $D_p$ by 2.59 mHa. Relative to the reference strengths these are 0.7% and 2.2%. Linearization discards both changes. Their size depends on the smooth core density chosen above. If the full core density is used for $\tilde n_c$, the reference strengths stay the same, but the changes fall to 0.73 and 1.38 mHa, and the 0.4-electron remainder given below falls to 0.110 mHa.

The energy remainder for removing 0.4 of a 3p electron is 0.1995 mHa; for 0.2 it is 0.0496 mHa. Their ratio before rounding, 4.025, is close to the factor 4 of (15). The larger removal gives

$$K_{pp}\simeq\frac{2(0.1995)}{0.4^2}=2.49\ \text{mHa per squared electron}.$$

This is near the 2.59 mHa change of $D_p$ for one whole electron, as expected when the curvature varies slowly.

The dipole defect is $\Delta_1=-0.0066$ bohr. Take $F=0.01$ Ha/bohr, about 51 MV/cm. This is above the breakdown field of common insulators and stands for a local slope of $\tilde v_{\rm eff}$ at the site, not for an applied field. The omitted s-$p_z$ strength is

$$\frac{0.01\times(-0.0066)}{\sqrt3}=-3.8\times10^{-5}\ \text{Ha}=-0.038\ \text{mHa}.$$

The p-p quadrupole defect, $\int r^2(u_p^2-\tilde u_p^2)\,dr$, is $-0.012$ bohr². Both moments are small for these waves, 0.3% of the radial dipole integral $\int r\,u_su_p\,dr=2.03$ bohr and 0.2% of $\int r^2u_p^2\,dr$, but neither is zero although both norms are conserved. They measure a loss separate from the linearization error. With s and p channels, the multipole term is a strength proportional to the $L=1$ and $L=2$ parts of $\tilde v_{\rm eff}$, because products of s and p waves contain no higher $L$. The linearization error is an energy of second order in any departure of $\rho_{ij}$ from its reference, including a redistribution among $m$ at fixed shell occupancy. An environment whose potential has $L=1$ or $L=2$ components at the site can therefore produce both. At a tetrahedral or octahedral site these components vanish by symmetry, so the multipole term of s and p channels is zero there. A spherical change of occupancy produces only the linearization error.
